# Capacitance sensitivities to dielectric regions as electrostatic energy shares

## What scaling alone fixes

Take two conductors of fixed shape, separated by dielectrics that respond linearly to a static field. The problem contains only lengths and permittivities. Capacitance is charge per voltage, and permittivity is charge per voltage and length. The lengths contain neither charge nor voltage, so the capacitance must be one of the permittivities times a length, times a function of ratios of permittivities and ratios of lengths. If every permittivity is multiplied by \(\lambda\), the capacitance must therefore be multiplied by \(\lambda\):
\[
C(\lambda\varepsilon_1,\dots,\lambda\varepsilon_n)=\lambda\,C(\varepsilon_1,\dots,\varepsilon_n).
\]
The list must include air gaps and vacuum, since they carry the same dimension. Differentiating with respect to \(\lambda\) at \(\lambda=1\), and dividing by \(C\), gives Euler's relation
\[
\sum_i\frac{\partial\ln C}{\partial\ln\varepsilon_i}=1 .
\]
Scaling fixes the sum but not the separate terms. Those need the field.

The algebra below uses atomic units, with \(\varepsilon_0=1/4\pi\) and \(\varepsilon_i=\kappa_i/4\pi\), where \(\kappa_i>0\) is the relative permittivity of region \(i\). A logarithmic derivative is the same for \(\varepsilon_i\) and \(\kappa_i\).

## A case solvable by hand: the layered coaxial line

An inner conductor of radius \(a\) carries charge \(q\) per length. Layer 1 fills \(a<r<b\), layer 2 fills \(b<r<c\), and the outer conductor is at \(r=c\). Gauss's law, \(2\pi r\,\kappa E=4\pi q\), gives \(E=2q/(\kappa r)\). Integrating \(E\) gives the voltage
\[
V=2q\,(t_1+t_2),\qquad t_1=\frac{\ln(b/a)}{\kappa_1},\quad t_2=\frac{\ln(c/b)}{\kappa_2},
\]
so \(C=q/V=1/[2(t_1+t_2)]\) per length. Since \(t_1\propto1/\kappa_1\), we have \(\partial t_1/\partial\ln\kappa_1=-t_1\), and
\[
\frac{\partial\ln C}{\partial\ln\kappa_1}=-\frac{1}{t_1+t_2}\,(-t_1)=\frac{t_1}{t_1+t_2}.
\]
The energy density is \(\kappa E^2/8\pi\). A shell of width \(dr\) holds
\[
\frac{\kappa}{8\pi}\,\frac{4q^2}{\kappa^2r^2}\,2\pi r\,dr=\frac{q^2}{\kappa r}\,dr ,
\]
so layer \(i\) stores \(W_i=q^2t_i\). The sensitivity is the energy fraction.

For radii 10, 15 and 30 nm, with \(\kappa_1=4.0\) and \(\kappa_2=2.7\),
\[
f_1=\frac{\ln1.5/4.0}{\ln1.5/4.0+\ln2/2.7}=0.283,\qquad f_2=0.717 .
\]
In the limit \(\kappa_1\to\infty\), \(f_1\to0\): the layer has no voltage across it, and raising its permittivity further changes nothing. For \(\kappa_1\to0\), \(f_1\to1\), and that layer alone controls \(C\).

Here the charge fixes \(\kappa E\) whatever the layers are. In a general geometry the field rearranges when one permittivity changes, and it must be shown that this adds nothing to the slope.

## General geometry

Let \(u\) be the potential per unit applied voltage: \(u=1\) on terminal 1 and \(u=0\) on terminal 0. Any floating conductor is at constant potential with zero net charge. In the dielectrics there is no free charge, so \(\nabla\cdot(\kappa\nabla u)=0\). The outer boundary is a terminal, a mirror plane without normal flux, or infinity with opposite charges on the terminals.

Call \(v\) admissible if it is continuous, has finite field energy, takes the same terminal values as \(u\), and is constant on each floating conductor. Define
\[
\langle u,v\rangle_\kappa=\frac1{4\pi}\int\kappa\,\nabla u\cdot\nabla v\,d^3r .
\]
Integration by parts leaves surface terms, because \(\nabla\cdot(\kappa\nabla u)=0\). At a dielectric interface they cancel: \(v\) and the normal component of \(\kappa\nabla u\) are continuous, while the outward normals of the two sides are opposite. The outer boundary gives nothing. On a conductor, let \(n\) point out of the dielectric, into the metal. The surface charge density is then \(\kappa\,n\cdot\nabla u/4\pi\); the minus sign in \(E=-\nabla u\) cancels the one from reversing the normal. Each conductor thus contributes its charge times the value of \(v\) on it. Terminal 1 gives \(C\times1\), terminal 0 gives zero, and a floating conductor gives zero because its charge vanishes. Hence
\[
\langle u,v\rangle_\kappa=C\quad\text{for every admissible }v. \tag{1}
\]
The choice \(v=u\) gives
\[
C=\frac1{4\pi}\int\kappa|\nabla u|^2d^3r=\frac{2W}{V^2}, \tag{2}
\]
where \(W\) is the field energy at voltage \(V\). Homogeneity is also visible here: \(u\) solves the problem for \(\lambda\kappa\) as well, and (2) gains the factor \(\lambda\).

Now change \(\kappa\) to \(\kappa'\), with the conductors held fixed. The new potential is \(u'\) and the new capacitance \(C'\). Both potentials are admissible, so (1) gives \(\langle u,u'\rangle_\kappa=C\) and \(\langle u',u\rangle_{\kappa'}=C'\). Subtraction yields, for a change of any size,
\[
C'-C=\frac1{4\pi}\int(\kappa'-\kappa)\,\nabla u\cdot\nabla u'\,d^3r . \tag{3}
\]

Write \(u'=u+w\), where \(w\) is the rearrangement of the potential. It vanishes on both terminals, so the argument behind (1) gives \(\langle u,w\rangle_\kappa=0\) and \(\langle u',w\rangle_{\kappa'}=0\). The second of these reads \(\langle w,w\rangle_{\kappa'}=-\langle u,w\rangle_{\kappa'}\). Adding the first,
\[
\langle w,w\rangle_{\kappa'}=-\frac1{4\pi}\int(\kappa'-\kappa)\nabla u\cdot\nabla w\,d^3r .
\]
With \(\nabla u'=\nabla u+\nabla w\) in (3), this becomes
\[
C'-C=\frac1{4\pi}\int(\kappa'-\kappa)|\nabla u|^2d^3r-\langle w,w\rangle_{\kappa'} . \tag{4}
\]
The last term is of second order. To see this, apply the Cauchy–Schwarz inequality to the expression for \(\langle w,w\rangle_{\kappa'}\), splitting the integrand into \((\kappa'-\kappa)\nabla u/\sqrt{\kappa'}\) and \(\sqrt{\kappa'}\,\nabla w\). Cancelling one factor \(\langle w,w\rangle_{\kappa'}^{1/2}\) and squaring,
\[
\langle w,w\rangle_{\kappa'}\le\frac1{4\pi}\int\frac{(\kappa'-\kappa)^2}{\kappa'}|\nabla u|^2d^3r .
\]
The rearrangement therefore drops out of the first derivative. If only \(\kappa_i\) changes,
\[
\frac{\partial C}{\partial\kappa_i}=\frac1{4\pi}\int_i|\nabla u|^2d^3r,
\qquad
\frac{\partial\ln C}{\partial\ln\kappa_i}=\frac{\kappa_i}{C}\frac{\partial C}{\partial\kappa_i}=\frac{W_i}{W}\equiv f_i . \tag{5}
\]
The shares are non-negative and sum to one because the regional energies add up to \(W\), in agreement with Euler's relation.

The sign of the energy change depends on what is held fixed. At fixed voltage \(W=CV^2/2\) has logarithmic slope \(+f_i\). At fixed charge \(W=Q^2/2C\) has slope \(-f_i\). The slope of \(C\) is \(+f_i\) in both cases.

## Finite changes, and two limits that bracket them

Let \(r_i=\kappa_i'/\kappa_i\). Since the last term of (4) can only lower \(C'\),
\[
C'\le C+C\sum_if_i(r_i-1)=C\sum_if_ir_i . \tag{6}
\]
For a lower bound, start from \(C=\langle u,u'\rangle_\kappa\) and apply Cauchy–Schwarz in each region. The old field contributes \((1/4\pi)\int_i\kappa_i|\nabla u|^2=Cf_i\). The new field contributes \((1/4\pi)\int_i\kappa_i|\nabla u'|^2=C'f_i'/r_i\), where \(f_i'\) are the new shares. Then
\[
C\le\sum_i\sqrt{\frac{Cf_i}{r_i}}\sqrt{C'f_i'}
\le\sqrt{C\sum_i\frac{f_i}{r_i}}\;\sqrt{C'} ,
\]
where the second step is Cauchy–Schwarz for sums with \(\sum_if_i'=1\). Squaring gives
\[
C'\ge\frac{C}{\sum_if_i/r_i}. \tag{7}
\]

Two ideal plate capacitors, without edge fields, reach these bounds. With slabs side by side, each spanning the full gap \(d\) over an area \(A_i\), \(C=\sum_i\kappa_iA_i/(4\pi d)\) is linear in the permittivities, and (6) is an equality. With slabs of thickness \(d_i\) stacked over an area \(A\), \(1/C=\sum_i4\pi d_i/(\kappa_iA)\). Each term is \(f_i/C\), so \(1/C'=\sum_if_i/(r_iC)\), and (7) is an equality.

Treating the shares as constant exponents gives \(C\prod_ir_i^{f_i}\). The inequality between weighted arithmetic, geometric and harmonic means places this estimate between the bounds. It is not itself a bound.

## More than two conductors

Let electrodes A and B face a grounded electrode G. Let \(u_A\) be the potential with A at one and all others at zero, and define \(u_B\) likewise. The coupling \(C_{AB}\) is minus the charge on A when B is driven. The integration that led to (1) gives
\[
C_{AB}=-\frac1{4\pi}\int\kappa\,\nabla u_A\cdot\nabla u_B\,d^3r .
\]
Pairing the old \(u_A\) with the new \(u_B'\), as in (3), gives \(C_{AB}'-C_{AB}=-(1/4\pi)\int(\kappa'-\kappa)\nabla u_A\cdot\nabla u_B'\). To first order \(u_B'\) may be replaced by \(u_B\). The sensitivities of \(C_{AB}\) are thus the regional shares of this cross-energy integral. They sum to one, but the integrand has no fixed sign.

A floating plate shows that a share can be negative. Let it face A, B and G through separate dielectrics with capacitances \(c_A,c_B,c_G\), and let \(S=c_A+c_B+c_G\). With A at unit potential, zero charge on the plate requires \(c_A(1-p)=(c_B+c_G)p\), so the plate potential is \(p=c_A/S\). The charge on B is \(-c_Bp\), hence \(C_{AB}=c_Ac_B/S\). The logarithmic slopes are
\[
1-\frac{c_A}{S},\qquad 1-\frac{c_B}{S},\qquad -\frac{c_G}{S}.
\]
For relative capacitances 2, 3 and 4 they are 0.778, 0.667 and −0.444, with sum one. Raising the permittivity towards ground ties the plate more firmly to ground and weakens the coupling.

## An interconnect cross-section

Consider long parallel metal lines, 20 nm wide and 40 nm high, with 20 nm spaces, between two grounded planes 120 nm apart. The line bottoms lie 40 nm above the lower plane. A 2 nm skin with \(\kappa=4.0\) covers the sidewalls, and a 5 nm cap with \(\kappa=5.0\) lies across the tops of lines and spaces. An air gap 10 nm wide and 30 nm high is centred in each space. The remaining dielectric is a low-k material with \(\kappa=2.7\). Alternate lines (A) are driven together, while the others (B) and the planes are at zero. For this pattern the centre of every line is a mirror plane.

A finite-element solution on a 0.5 nm mesh gives \(C=0.957\) e/(V nm) per driven line, or 0.153 fF/µm. The coupling to the B lines is 0.660 e/(V nm), so the planes hold the other 31 % of the opposite charge. The shares are:

| Region | Share of \(C\) | Share of A–B coupling |
|---|---|---|
| low-k between lines | 0.198 | 0.282 |
| low-k above and below | 0.404 | 0.164 |
| sidewall skin | 0.066 | 0.092 |
| cap | 0.146 | 0.192 |
| air gap | 0.187 | 0.270 |

To test (5), each permittivity was raised and lowered by 1 %, the field was solved again, and the charge on A was found from the flux through a surrounding contour. The logarithmic slopes of this charge agree with the energy shares to the four decimals in the numerical output. This agreement does not measure the mesh error, because the same theorem holds for the discretized problem. Refinement does: it puts the error of \(C\) near 0.1 %, and halving the mesh spacing moves no share of \(C\) by more than 0.0004. One halving does not remove the whole error, because convergence near the sharp corners is slow. The coupling shares were not refined. The last digit of any share in the table may be off by about one unit.

The low-k above and below the lines has the largest share of \(C\) but a much smaller share of the coupling. Part of this region contributes negatively. At a grounded plane \(u_A\) and \(u_B\) both vanish and both rise into the dielectric, so their gradients are parallel and the integrand of \(C_{AB}\) is negative there. The net share remains positive in this geometry.

**A lower low-k value.** Reduce the low-k permittivity from 2.7 to 2.4, with the geometry and the other materials held fixed. The two low-k regions have a combined share \(0.1978+0.4038=0.6016\), and \(r=2.4/2.7=0.8889\). In e/(V nm),
\[
\begin{aligned}
\text{upper bound: }&0.9565\,[1-0.6016(1-0.8889)]=0.8926,\\
\text{lower bound: }&0.9565/[1+0.6016(1/0.8889-1)]=0.8896,\\
\text{power law: }&0.9565\times0.8889^{0.6016}=0.8911 .
\end{aligned}
\]
A new solution gives 0.8916, a fall of 6.8 %. The permittivity itself fell by 11 %; the difference reflects the energy stored elsewhere.

**Solids scaled, air not.** The solids hold 0.8135 of the energy. Doubling all their permittivities multiplies \(C\) by 1.79, not by 2. The bounds are \(1/(0.8135/2+0.1865)=1.69\) and \(2\times0.8135+0.1865=1.81\). The air gap has to be scaled too before homogeneity of degree one applies.

## How far the model reaches

The dimensions and permittivities are round values in the rough range of dense copper/low-k wiring, and a capacitance of one to two tenths of a fF/µm is of the usual size for such lines. The continuous planes are an idealization: real neighbouring levels consist of separate wires. The resulting shift was not computed, but with 31 % of the opposite charge on the planes it need not be small. Real lines also switch in other patterns, for which the shares must be found anew.

Other departures can be sized at 0.7 V, using rough material inputs:

- **Anisotropic low-k.** For a diagonal permittivity tensor, (3) splits by component, so each component has its own energy share. The vertical field in the low-k holds 0.287 of the energy. A vertical permittivity 5 % higher, with the horizontal one fixed, raises \(C\) by 1.4 %.
- **Field penetration into the metal.** A Thomas–Fermi estimate for free electrons kept behind a hard surface gives a screening length of 0.056 nm. Across mid-space the equivalent vacuum gap is \(4/4.0+6/2.7+10=13.2\) nm. Two screening layers in series take \(2\times0.056/(13.2+0.11)\), about 0.8 % of the voltage. They do not scale with the dielectrics, so for this path alone the dielectric slopes would sum to about 0.99. Just above and below the air gap, where solids fill the space, the equivalent gap is only \(4/4.0+16/2.7=6.9\) nm and the screening layers take about 1.6 %. In this model the sum for the whole line can therefore fall below 0.99. At a free-electron metal surface facing vacuum, however, electrons spill outward, and the induced charge can lie outside the metal edge. The correction then changes sign, so the estimate gives only its rough size.
- **Temperature.** If every solid permittivity drifts by \(10^{-4}\) per K, warming by 85 K changes \(C\) by \(0.8135\times85\times10^{-4}\), or 0.7 %.
- **Strong fields.** In the solids about 1.1 nm from a lower corner of a driven line the field is roughly 0.4 to 0.6 MV/cm, depending on direction, against an assumed breakdown field of 5 MV/cm for the solids. At the centre of the air gap it is 0.53 MV/cm. This is well above the breakdown field of air in wide gaps, about 0.03 MV/cm, but an electron crossing the gap gains at most 0.7 eV, too little to ionize air molecules. At a perfectly sharp corner the model field has no upper limit, so these are not peak values. For a free dipole of 0.02 e nm at 378 K, the leading saturation correction at 0.6 MV/cm is about \(10^{-4}\) of its linear response.
- **Tunnelling.** Through 20 nm, with a 3 eV barrier lowered everywhere by the full bias, the probability is about \(10^{-135}\) for the free-electron mass and about \(10^{-85}\) for 0.4 of that mass. Both are negligible. This does not size conduction through defects.

The shares also assume fixed geometry. If a change of material alters a film thickness or a line width as well, that change adds its own term to \(d\ln C\), which the energy shares do not contain.

## Table of computed values

```
Line width, space, height: 20, 20, 40 nm
Plane separation: 120 nm; line bottom at 40 nm
Skin and cap thickness: 2, 5 nm
Air gap width, height: 10, 30 nm
Applied voltage: 0.7 V
Vacuum permittivity: 0.055263 e/(V nm)
Capacitance from energy: 0.95654 e/(V nm)
Capacitance from Gauss charge: 0.95652 e/(V nm)
Capacitance, converted: 0.15326 fF/um
Stored energy per line length: 0.23435 eV/nm
Region: kappa; energy share; charge slope (dimensionless)
  low-k between lines: 2.7; 0.1978; 0.1978
  low-k above and below: 2.7; 0.4038; 0.4038
  sidewall skin: 4.0; 0.0657; 0.0657
  cap: 5.0; 0.1461; 0.1461
  air gap: 1.0; 0.1865; 0.1865
Sum of charge slopes: 1.00000
Sum of solid energy shares: 0.8135
A-B coupling: 0.65996 e/(V nm)
Region: cross-energy share; coupling slope (dimensionless)
  low-k between lines: 0.2815; 0.2815
  low-k above and below: 0.1642; 0.1641
  sidewall skin: 0.0923; 0.0923
  cap: 0.1923; 0.1923
  air gap: 0.2697; 0.2697
Low-k kappa after change: 2.4
New C, re-solved: 0.89162 e/(V nm)
New C, lower bound: 0.88964 e/(V nm)
New C, power estimate: 0.89110 e/(V nm)
New C, upper bound: 0.89260 e/(V nm)
New C relative change: -6.787 %
C ratio after doubling solids only: 1.7888
Bounds on that ratio: 1.6856, 1.8135
C at mesh 1, 0.5, 0.25 nm: 0.95773, 0.95654, 0.95608 e/(V nm)
Estimated mesh error in C: 0.079 %
Largest share shift on finer mesh: 0.00034
Coax radii: 10, 15, 30 nm
Coax kappas: 4.0, 2.7
Coax energy shares: 0.2831, 0.7169
Plate relative capacitances A, B, G: 2, 3, 4
Plate coupling shares A, B, G: 0.7778, 0.6667, -0.4444
Metal screening length: 0.0556 nm (electron radius 2.7 bohr)
Metal screening share estimate: 0.834 %
Vertical low-k share, slope: 0.2869, 0.2869
C change for 5 % vertical anisotropy: 1.434 %
Use temperature, warming: 378, 85 K
C change at solid drift 1e-04 per K: 0.691 %
Air-gap centre field: 0.527 MV/cm
Field 1.06 nm from corner: 0.563 MV/cm
Rough breakdown field assumed: 5 MV/cm
Dipole saturation at 0.02 e nm: 7.98e-05
Tunnelling log10 probability, 3 eV barrier: -135.0
```
